# Effective density-of-states hole mass of silicon from 4 K to 500 K: a numerical check

```python
"""
Density-of-states hole mass m_d(T) of silicon from the six-band model.
Result under test: m_d^(3/2) is the sum over heavy, light and split-off sheets of
  < integral dt exp(-t) (kappa_b(t kT)/kT)^(3/2) > / Gamma(5/2),
where < > averages over directions, kappa = k^2/2 (atomic units), and kappa_b(e)
are the roots, at hole energy e, of the cubic
  detA K^3 - (g1^2-r^2)(3e-D) K^2 + g1 e (3e-2D) K - e^2 (e-D) = 0.
g1, g2, g3: Luttinger parameters; D: spin-orbit splitting; A: orbital matrix;
B = A - g1; r^2 = Tr B^2 / 6; d = det B; x = kT/D. Masses in free-electron masses.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import roots_genlaguerre, gamma

KB = sc.k / sc.e                                      # eV/K
C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20           # eV angstrom^2
RY = sc.physical_constants["Rydberg constant times hc in eV"][0]
G = (4.285, 0.339, 1.446)                             # rough typical silicon
DELTA = 0.044                                         # eV, rough typical silicon

# spin-orbit matrices in the basis (X,Y,Z) x (up,down)
eps3 = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps3[i, j, k], eps3[i, k, j] = 1, -1
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(-1j * eps3[a], PAULI[a]) for a in range(3))
PSO = (np.eye(6) - LS) / 3                            # projector on j = 1/2
assert np.allclose(PSO @ PSO, PSO) and np.isclose(np.trace(PSO).real, 2)


def orbital_matrix(g, n):
    """Matrix A for vectors n (..., 3); quadratic in n."""
    L, M, N = g[0] + 4 * g[1], g[0] - 2 * g[1], 6 * g[2]
    A = N * n[..., :, None] * n[..., None, :]
    n2 = n**2
    for a in range(3):
        A[..., a, a] = (L - M) * n2[..., a] + M * n2.sum(-1)
    return A


def with_spin(A):
    return np.kron(A, np.eye(2)[None])


def wedge(m):
    """Directions in 1/48 of the sphere with weights for the average."""
    t, w = np.polynomial.legendre.leggauss(m)
    t, w = (t + 1) / 2, w / 2
    u, v = np.meshgrid(t, t, indexing="ij")
    q = 1 + u**2 + (u * v)**2
    n = np.stack([u, u * v, np.ones_like(u)], -1) / np.sqrt(q)[..., None]
    wt = np.outer(w, w) * u / q**1.5 * 48 / (4 * np.pi)
    return n.reshape(-1, 3), wt.ravel()


def invariants(g, n):
    X, Y, Z = (n**2).T
    s, p = X * Y + Y * Z + Z * X, X * Y * Z
    r2 = 4 * (g[1]**2 + 3 * (g[2]**2 - g[1]**2) * s)
    d = (432 * g[2]**3 * p - 72 * g[1] * g[2]**2 * (9 * p - s)
         + 8 * g[1]**3 * (27 * p - 9 * s + 2))
    return r2, d


def sheets(g, n, e):
    """kappa/e for heavy, light, split-off; e (directions, energies) in units of D."""
    r2, d = (q[:, None] for q in invariants(g, n))
    g1, f = g[0], 1 / e
    det = g1**3 - 3 * r2 * g1 + d
    a = -(g1**2 - r2) * (3 - f) / det
    b = g1 * (3 - 2 * f) / det
    c = -(1 - f) / det
    Q = np.maximum((a * a - 3 * b) / 9, 1e-300)
    R = (2 * a**3 - 9 * a * b + 27 * c) / 54
    th = np.arccos(np.clip(R / Q**1.5, -1, 1))
    roots = []
    for j in range(3):
        y = -2 * np.sqrt(Q) * np.cos((th + 2 * np.pi * j) / 3) - a / 3
        for _ in range(2):                            # Newton polish
            y = y - (((y + a) * y + b) * y + c) / ((3 * y + 2 * a) * y + b)
        roots.append(y)
    return np.sort(np.stack(roots, -1), -1)[..., ::-1]


def parts(x, g=G, na=24, ne=48):
    """Heavy, light and split-off parts of m_d^(3/2) at x = kT/D."""
    n, w = wedge(na)
    t, wt = roots_genlaguerre(ne, 1.5)
    wt = wt / gamma(2.5)
    y = sheets(g, n, x * t[None, :])
    hh, lh = (w @ y[..., b]**1.5 @ wt for b in (0, 1))
    e = 1 + x * t[None, :]
    ratio = sheets(g, n, e)[..., 2] * e / (x * t)
    return np.array([hh, lh, np.exp(-1 / x) * (w @ ratio**1.5 @ wt)])


def mass(x, **kw):
    return parts(x, **kw).sum()**(2 / 3)


# ---- directions, positivity, cubic against 6x6 diagonalization
n, w = wedge(24)
assert abs(w.sum() - 1) < 1e-10
a_eig = np.linalg.eigvalsh(orbital_matrix(G, n))
n110 = np.array([[1, 1, 0]]) / np.sqrt(2)
a110 = np.linalg.eigvalsh(orbital_matrix(G, n110))[0]
assert a_eig.min() > 0 and a110[0] > 0
rng = np.random.default_rng(1)
nr = rng.normal(size=(200, 3))
nr /= np.linalg.norm(nr, axis=1)[:, None]
kap = rng.uniform(0.02, 4, 200)
E6 = np.linalg.eigvalsh(with_spin(kap[:, None, None] * orbital_matrix(G, nr)) + PSO)
assert np.allclose(E6[:, ::2], E6[:, 1::2], atol=1e-10)
for b in range(3):
    e = E6[:, 2 * b][:, None]
    assert np.allclose((sheets(G, nr, e)[..., b] * e)[:, 0], kap, rtol=1e-6)

# ---- low-temperature law
r2, d = invariants(G, n)
r = np.sqrt(r2)
edge, slope = [], []
for sgn in (-1, 1):
    lam, w2 = G[0] + sgn * r, r2 + sgn * d / (2 * r)
    edge.append(w @ lam**-1.5)
    slope.append(w @ (lam**-1.5 * 3.75 * w2 / lam**2))
F0, F1 = sum(edge), sum(slope)
h = 5e-4
fa, fb = parts(h)[:2].sum(), parts(2 * h)[:2].sum()
assert abs((4 * fa - fb - 3 * F0) / (2 * h) / F1 - 1) < 5e-3
so_edge = G[0]**-1.5
assert abs(parts(2e-3)[2] * np.exp(1 / 2e-3) / so_edge - 1) < 2e-2

# ---- high-temperature law
Finf = (w @ a_eig**-1.5).sum()
assert abs(parts(100.0).sum() / Finf - (1 - 1 / 300)) < 5e-4

# ---- Cartesian k-space sum: the total over bands is smooth in k, so the mesh
# ---- is accurate for it; touching bands taken singly have kinks on this mesh
hq, nq = 0.2, 41
idx = np.array([(i, j, k) for i in range(nq) for j in range(i + 1) for k in range(j + 1)])
perm = np.array([{1: 1, 2: 3, 3: 6}[len(set(t))] for t in map(tuple, idx)])
wq = perm * np.prod(np.where(idx == 0, 1, 2), axis=1) * hq**3 / (2 * np.pi**1.5)
Aq = with_spin(orbital_matrix(G, idx * hq))
# ---- rays: each band alone is smooth along a ray from k = 0
n_ray, w_ray = wedge(10)
s_ray, ws_ray = np.polynomial.legendre.leggauss(60)
s_ray, ws_ray = (s_ray + 1) / 2, ws_ray / 2
q_ray = 10 * s_ray**2
wr_ray = 20 * s_ray * ws_ray * q_ray**2 * 4 / np.sqrt(np.pi)
A_ray = with_spin(orbital_matrix(G, (n_ray[:, None, :] * q_ray[None, :, None]).reshape(-1, 3)))
dev = ray_dev = light_kink = pair_kink = 0.0
for T in (40, 300, 500):
    x = KB * T / DELTA
    Eq = np.linalg.eigvalsh(Aq + PSO / x)
    direct = (wq @ np.exp(-Eq)).reshape(3, 2).sum(1)
    formula = parts(x)
    dev = max(dev, abs(direct.sum() / formula.sum() - 1))
    light_kink = max(light_kink, abs(direct[1] / formula[1] - 1))
    pair_kink = max(pair_kink, abs(direct[:2].sum() / formula[:2].sum() - 1))
    Er = np.linalg.eigvalsh(A_ray + PSO / x)[:, ::2].reshape(len(w_ray), -1, 3)
    by_ray = np.einsum("i,j,ijb->b", w_ray, wr_ray, np.exp(-Er))
    ray_dev = max(ray_dev, np.abs(by_ray / parts(x, na=10) - 1).max())
    if T == 300:
        z = 0.2
        fermi = (wq @ (1 / (np.exp(Eq) / z + 1))).sum()
        series = sum((-1)**(j + 1) * z**j * j**-1.5 * parts(x / j).sum()
                     for j in range(1, 10))
        assert abs(fermi / series - 1) < 3e-4
assert dev < 3e-4, dev
assert ray_dev < 1e-3, ray_dev


# ---- lattice model: local pseudopotential, full bands against own six-band limit
def lattice_model(cut, na, nrad, temps=(300, 500)):
    b0 = 2 * np.pi / 5.43
    rg = range(-4, 5)
    g = np.array([(i, j, k) for i in rg for j in rg for k in rg
                  if i % 2 == j % 2 == k % 2 and i * i + j * j + k * k <= cut])
    dg = g[:, None] - g[None]
    s2 = (dg**2).sum(-1)
    V = sum(RY * v * (s2 == s) for s, v in ((3, -0.21), (8, 0.04), (11, 0.08)))
    V = V * np.cos(np.pi / 4 * dg.sum(-1))
    E, U = np.linalg.eigh(V + np.diag(C * b0**2 * (g**2).sum(1)))
    assert E[3] - E[1] < 1e-6 and E[4] - E[3] > 1
    top = E[1:4].mean()
    rest = np.r_[0, 4:len(g)]

    def curvature(v):
        m = U[:, 1:4].T @ ((b0 * g @ np.array(v))[:, None] * U[:, rest])
        return 4 * C * (m / (E[rest] - top)) @ m.T - np.dot(v, v) * np.eye(3)

    cx, cy, cz = (curvature(v) for v in np.eye(3))
    R = np.linalg.eigh(cx + 2 * cy + 3 * cz)[1]
    ev = np.linalg.eigvalsh(cx)
    if ev[2] - ev[1] < ev[1] - ev[0]:
        R = R[:, ::-1].copy()
    R[:, 1] *= np.sign((R.T @ curvature((1, 1, 0)) @ R)[0, 1])
    R[:, 2] *= np.sign((R.T @ curvature((1, 0, 1)) @ R)[0, 2])
    L, M = (R.T @ cx @ R)[0, 0], (R.T @ cx @ R)[1, 1]
    N = (R.T @ curvature((1, 1, 0)) @ R)[0, 1]
    assert abs((R.T @ curvature((0, 1, 1)) @ R)[1, 2] - N) < 1e-5
    gl = ((L + 2 * M) / 3, (L - M) / 6, N / 6)
    trip = U[:, 1:4] @ R

    def bands(kv):
        kin = C * ((kv[:, None, :] + b0 * g[None])**2).sum(-1)
        return np.linalg.eigh(V[None] + kin[:, :, None] * np.eye(len(g)))

    k1 = 0.01 * np.array([[0.3, 0.5, 0.8]])
    small = np.sort(top - bands(k1)[0][0, 1:4])
    assert np.allclose(small, C * np.linalg.eigvalsh(orbital_matrix(gl, k1))[0], rtol=1e-2)
    t, wt = np.polynomial.legendre.leggauss(nrad)
    t, wt = (t + 1) / 2, wt / 2
    k, wk = 0.95 * t**2, 2 * 0.95 * t * wt            # inside the zone
    full, quad = np.zeros(len(temps)), np.zeros(len(temps))
    for nv, wn in zip(*wedge(na)):
        kv = k[:, None] * nv
        Ek, Vk = bands(kv)
        O = with_spin(np.einsum("rgi,gj->rij", Vk[:, :, 1:4], trip))
        diag = with_spin((top - Ek[:, 1:4])[:, :, None] * np.eye(3))
        H = diag + DELTA / 3 * (np.eye(6) - O @ LS @ O.transpose(0, 2, 1))
        ef = np.linalg.eigvalsh(H)
        eq = np.linalg.eigvalsh(C * with_spin(orbital_matrix(gl, kv)) + DELTA * PSO)
        for i, T in enumerate(temps):
            full[i] += wn * (wk * k**2) @ np.exp(-ef / (KB * T)).sum(1)
            quad[i] += wn * (wk * k**2) @ np.exp(-eq / (KB * T)).sum(1)
    return (full / quad)**(2 / 3), gl


lat, gl = lattice_model(19, 7, 20)
lat_cut, _ = lattice_model(16, 7, 20)
lat_mesh, _ = lattice_model(16, 5, 15)

# ---- table and convergence
temps = np.array([4, 10, 20, 50, 77, 100, 150, 200, 300, 400, 500])
xs = KB * temps / DELTA
P = np.array([parts(x) for x in xs])
m = P.sum(1)**(2 / 3)
assert np.all(np.diff(P, axis=0) > 0) and m[0] > F0**(2 / 3) and m[-1] < Finf**(2 / 3)
P_fine = np.array([parts(x, na=36, ne=72) for x in xs])
shift = np.abs(P_fine.sum(1)**(2 / 3) - m).max()
part_shift = np.abs(P_fine - P).max()
assert shift < 1e-3, shift
assert part_shift < 1e-3, part_shift


def n_v(x, mm):
    kT = x * DELTA * sc.e
    return 2 * (mm * sc.m_e * kT / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6


print("gamma1, gamma2, gamma3 =", *G, "(rough input)")
print(f"spin-orbit splitting = {DELTA} eV (rough input)")
print(f"kT at 300 K = {KB*300:.5f} eV; kT/Delta = {KB*300/DELTA:.4f}")
print(f"band-edge parts of m^1.5: heavy {edge[0]:.4f}, light {edge[1]:.4f}, sum {F0:.4f}")
print(f"band-edge masses: heavy {edge[0]**(2/3):.4f}, light {edge[1]**(2/3):.4f} m0")
print(f"T->0 density-of-states mass = {F0**(2/3):.4f} m0")
print(f"split-off edge mass = {1/G[0]:.4f} m0; its m^1.5 = {so_edge:.4f}")
print(f"first-order slope of m^1.5 in kT/Delta: heavy {slope[0]:.4f}, light {slope[1]:.4f}")
for T in (4, 20):
    print(f"first-order law at {T} K: m_d = {(F0+F1*KB*T/DELTA)**(2/3):.4f} m0")
print(f"Delta->0 limit of m_d = {Finf**(2/3):.4f} m0")
print(f"[110] eigenvalues of A = {a110[0]:.4f}, {a110[1]:.4f}, {a110[2]:.4f}")
r110 = np.sqrt(invariants(G, n110)[0][0])
print(f"[110] heavy kappa/energy at 0 eV = {1/(G[0]-r110):.4f} m0")
for e in (KB * 300, DELTA, 0.1):
    y = sheets(G, n110, np.array([[e / DELTA]]))[0, 0, 0]
    print(f"[110] heavy kappa/energy at {e:.4f} eV = {y:.4f} m0")
print("columns: T (K); m_d (m0); gains of m^1.5: heavy, light; split-off m^1.5;")
print("         m_d without split-off (m0); N_v (cm^-3)")
for T, x, p, mm in zip(temps, xs, P, m):
    print(f"{T:4d} {mm:.4f} {p[0]-edge[0]:.4f} {p[1]-edge[1]:.4f} {p[2]:.3e} "
          f"{p[:2].sum()**(2/3):.4f} {n_v(x, mm):.3e}")
for T in (77, 300, 500):
    p = P[list(temps).index(T)]
    q = 100 / p.sum()
    print(f"shares of N_v at {T} K: parabolic {F0*q:.2f}, nonparabolic "
          f"{(p[:2].sum()-F0)*q:.2f}, split-off {p[2]*q:.2f} %")
for T in (300, 500):
    s = so_edge * np.exp(-DELTA / (KB * T))
    print(f"all-parabolic at {T} K: split-off m^1.5 {s:.4f}, m_d {(F0+s)**(2/3):.4f} m0")
print(f"largest mesh shift: m_d {shift:.1e} m0, single part of m^1.5 {part_shift:.1e}")
print(f"largest relative gap to Cartesian k-space sum, total m^1.5 = {dev:.1e}")
print(f"largest relative gap to ray integrals, single bands = {ray_dev:.1e}")
print(f"Cartesian mesh error: light alone {light_kink:.1e}, heavy+light {pair_kink:.1e}")
for T in (4, 300, 500):
    x = KB * T / DELTA
    z = 0.01 * 2**1.5 * parts(x).sum() / parts(x / 2).sum()
    print(f"Boltzmann overcounts by 1 % at {T} K near p = {0.99*z*n_v(x, mass(x)):.2e} cm^-3")
sc_gap = 1 / 0.99
g_gap = (sc_gap * (G[0] + 1) - 1, sc_gap * G[1], sc_gap * G[2])
for T in (300, 500):
    x = KB * T / DELTA
    print(f"direct gaps 1 % smaller, {T} K: m_d changes by {mass(x, g=g_gap)-mass(x):+.4f} m0")
x = KB * 300 / DELTA
dg3 = mass(x, g=(G[0], G[1], 1.01 * G[2])) - mass(x)
print(f"gamma3 1 % larger, 300 K: m_d changes by {dg3:+.4f} m0")
print(f"lattice model gammas = {gl[0]:.3f}, {gl[1]:.3f}, {gl[2]:.3f}")
print(f"lattice model lowest [110] eigenvalue of A = {gl[0]+gl[1]-3*gl[2]:.4f}")
for i, T in enumerate((300, 500)):
    print(f"full-band/six-band mass ratio at {T} K = {lat[i]:.4f}; shifts: cutoff "
          f"{lat[i]-lat_cut[i]:+.4f}, mesh {lat_cut[i]-lat_mesh[i]:+.4f}")
print("tests ok")
```

Printed output:

```
gamma1, gamma2, gamma3 = 4.285 0.339 1.446 (rough input)
spin-orbit splitting = 0.044 eV (rough input)
kT at 300 K = 0.02585 eV; kT/Delta = 0.5875
band-edge parts of m^1.5: heavy 0.3729, light 0.0611, sum 0.4340
band-edge masses: heavy 0.5181, light 0.1551 m0
T->0 density-of-states mass = 0.5733 m0
split-off edge mass = 0.2334 m0; its m^1.5 = 0.1127
first-order slope of m^1.5 in kT/Delta: heavy 0.6387, light 0.0440
first-order law at 4 K: m_d = 0.5780 m0
first-order law at 20 K: m_d = 0.5966 m0
Delta->0 limit of m_d = 1.3919 m0
[110] eigenvalues of A = 0.2860, 3.6070, 8.9620
[110] heavy kappa/energy at 0 eV = 0.5690 m0
[110] heavy kappa/energy at 0.0259 eV = 1.7628 m0
[110] heavy kappa/energy at 0.0440 eV = 2.3968 m0
[110] heavy kappa/energy at 0.1000 eV = 2.9941 m0
columns: T (K); m_d (m0); gains of m^1.5: heavy, light; split-off m^1.5;
         m_d without split-off (m0); N_v (cm^-3)
   4 0.5781 0.0052 0.0004 4.050e-57 0.5781 1.698e+16
  10 0.5861 0.0138 0.0009 7.242e-24 0.5861 6.853e+16
  20 0.6016 0.0306 0.0019 8.547e-13 0.6016 2.015e+17
  50 0.6625 0.0992 0.0059 3.509e-06 0.6625 9.206e+17
  77 0.7237 0.1707 0.0108 1.181e-04 0.7236 2.009e+18
 100 0.7731 0.2294 0.0157 5.178e-04 0.7727 3.283e+18
 150 0.8643 0.3395 0.0273 2.616e-03 0.8624 7.129e+18
 200 0.9350 0.4260 0.0383 5.748e-03 0.9311 1.235e+19
 300 1.0341 0.5487 0.0567 1.225e-02 1.0261 2.639e+19
 400 1.0989 0.6301 0.0703 1.755e-02 1.0877 4.451e+19
 500 1.1442 0.6879 0.0804 2.155e-02 1.1307 6.608e+19
shares of N_v at 77 K: parabolic 70.50, nonparabolic 29.48, split-off 0.02 %
shares of N_v at 300 K: parabolic 41.27, nonparabolic 57.56, split-off 1.17 %
shares of N_v at 500 K: parabolic 35.46, nonparabolic 62.77, split-off 1.76 %
all-parabolic at 300 K: split-off m^1.5 0.0206, m_d 0.5912 m0
all-parabolic at 500 K: split-off m^1.5 0.0406, m_d 0.6085 m0
largest mesh shift: m_d 3.5e-06 m0, single part of m^1.5 5.2e-06
largest relative gap to Cartesian k-space sum, total m^1.5 = 4.1e-06
largest relative gap to ray integrals, single bands = 4.2e-06
Cartesian mesh error: light alone 5.6e-03, heavy+light 3.2e-05
Boltzmann overcounts by 1 % at 4 K near p = 4.79e+14 cm^-3
Boltzmann overcounts by 1 % at 300 K near p = 9.67e+17 cm^-3
Boltzmann overcounts by 1 % at 500 K near p = 2.30e+18 cm^-3
direct gaps 1 % smaller, 300 K: m_d changes by -0.0251 m0
direct gaps 1 % smaller, 500 K: m_d changes by -0.0284 m0
gamma3 1 % larger, 300 K: m_d changes by +0.0654 m0
lattice model gammas = 4.475, 0.445, 1.515
lattice model lowest [110] eigenvalue of A = 0.3741
full-band/six-band mass ratio at 300 K = 1.0021; shifts: cutoff +0.0008, mesh -0.0001
full-band/six-band mass ratio at 500 K = 1.0055; shifts: cutoff +0.0013, mesh +0.0001
tests ok
```
